# The field–temperature critical endpoint of a first-order ferroelectric: a program that tests the result

```python
"""
Result under test: for F(P) = a P^2/2 - b P^4/4 + c P^6/6 - E P with b, c > 0,
the first-order line at E > 0 ends at
    a_c = 9 b^2/(20 c),  P_c^2 = 3 b/(10 c),  E_c = (6 b^2/(25 c)) P_c.
P: polarization, E: electric field, a = alpha (T - T0), T: temperature.
The endpoint is found from finite differences of F, and the first-order line
from numerical equality of the energies of two minima.
"""
import numpy as np
from scipy.optimize import brentq, minimize_scalar
from scipy.constants import epsilon_0


def energy(P, a, b, c, E=0.0):
    return a*P**2/2 - b*P**4/4 + c*P**6/6 - E*P


def field(P, a, b, c):
    return a*P - b*P**3 + c*P**5


def endpoint_formula(b, c):
    Pc = np.sqrt(3*b/(10*c))
    return 9*b**2/(20*c), Pc, 6*b**2/(25*c)*Pc


def curvature(P, a, b, c, h):
    return (energy(P+h, a, b, c) - 2*energy(P, a, b, c)
            + energy(P-h, a, b, c))/h**2


def endpoint_numeric(b, c):
    """Smallest a for which F is convex, from finite differences of F."""
    scale = np.sqrt(b/c)
    h = 1e-3*scale
    res = minimize_scalar(lambda x: curvature(x*scale, 0.0, b, c, h)*c/b**2,
                          bounds=(0.1, 1.5), method="bounded",
                          options={"xatol": 1e-9})
    P = res.x*scale
    a = -res.fun*b**2/c
    E = (energy(P+h, a, b, c) - energy(P-h, a, b, c))/(2*h)
    return a, P, E


def spinodals(a, b, c):
    """Polarizations where the stiffness vanishes, and their fields."""
    squares = np.sort(np.roots([5*c, -3*b, a]).real)
    low, high = np.sqrt(squares)
    return low, high, field(low, a, b, c), field(high, a, b, c)


def coexistence(a, b, c):
    """Positive field at which two minima have equal energy."""
    scale = np.sqrt(b/c)
    low, high, E_top, E_bottom = spinodals(a, b, c)
    start = max(E_bottom, 0.0)
    width = E_top - start

    def minima(E):
        def excess(P):
            return field(P, a, b, c) - E
        return (brentq(excess, -low, low, xtol=1e-15),
                brentq(excess, high, 3*scale, xtol=1e-15))

    def difference(E):
        P1, P2 = minima(E)
        return energy(P1, a, b, c, E) - energy(P2, a, b, c, E)

    E = brentq(difference, start + 1e-6*width, E_top - 1e-6*width,
               xtol=1e-14*E_top)
    return (E, *minima(E))


def real_states(a, b, c, E):
    """Number of real stationary points of F (in scaled variables)."""
    scale = np.sqrt(b/c)
    roots = np.roots([1, 0, -1, 0, a*c/b**2, -E*c/(b**2*scale)])
    return int(np.sum(abs(roots.imag) < 1e-6))


def close(x, y, tol):
    return abs(x - y) <= tol*abs(y)


alpha, T0, b_ex, c_ex = 6e5, 400.0, 8e8, 1.2e10

for b, c in [(1.0, 1.0), (1.7, 0.6), (0.05, 2.0), (b_ex, c_ex)]:
    ac, Pc, Ec = endpoint_formula(b, c)
    an, Pn, En = endpoint_numeric(b, c)
    # finite-difference step sets the size of these errors
    assert close(an, ac, 1e-5)
    assert close(Pn, Pc, 1e-4)
    assert close(En, Ec, 2e-5)

    # convexity of F at a_c, compared with a perfect square
    scale = np.sqrt(b/c)
    grid = np.linspace(-1.5, 1.5, 301)*scale
    square = 5*c*(grid**2 - Pc**2)**2
    numeric = curvature(grid, ac, b, c, 1e-3*scale)
    assert np.max(abs(numeric - square)) < 1e-4*b**2/c

    # the rejected candidate P = 0, a = 0 is a local maximum
    assert energy(0.1*scale, 0.0, b, c) < energy(0.0, 0.0, b, c)

    # one state for every field above a_c, three in a window below it
    assert all(real_states(1.01*ac, b, c, E) == 1
               for E in np.linspace(0, 3*Ec, 301))
    assert real_states(0.99*ac, b, c, coexistence(0.99*ac, b, c)[0]) == 3

    # zero-field transition and limit of superheating
    res = minimize_scalar(lambda x: energy(x*scale, 0.0, b, c)
                          / (x*scale)**2*c/b**2,
                          bounds=(0.1, 1.5), method="bounded",
                          options={"xatol": 1e-9})
    assert close(-2*res.fun*b**2/c, 3*b**2/(16*c), 1e-9)
    assert close(res.x*scale, np.sqrt(3*b/(4*c)), 1e-5)
    a_heat = b**2/(4*c)
    assert real_states(0.999*a_heat, b, c, 0.0) == 5
    assert real_states(1.001*a_heat, b, c, 0.0) == 1

    # closed form of the first-order line, s = P1 + P2 and m = P1 P2
    wide = np.linspace(-2, 2, 4001)*scale
    for u in (0.70, 0.76, 0.85, 1.0, 1.15):
        s = np.sqrt(u*b/c)
        m = 2*s**2/3 - b/(2*c)
        a = c*(5*s**4/9 - b*s**2/(2*c) + b**2/(4*c**2))
        E = c*s**3*m/3
        P1 = (s - np.sqrt(s*s - 4*m))/2
        P2 = (s + np.sqrt(s*s - 4*m))/2
        gap = energy(wide, a, b, c, E) - energy(P1, a, b, c, E)
        product = c/6*((wide-P1)*(wide-P2))**2*(wide**2+2*s*wide+s*s+m)
        unit = b**3/c**2
        assert np.max(abs(gap - product)) < 1e-11*unit
        if u < 0.75:
            assert gap.min() < -1e-6*unit      # a lower state exists
        else:
            assert gap.min() > -1e-12*unit     # globally stable pair
            E_num, Q1, Q2 = coexistence(a, b, c)
            assert close(E_num, E, 1e-7)
            assert close(Q1 + Q2, s, 1e-6)

    # slope of the line from numerical differentiation
    a_mid, da = 0.33*b**2/c, 1e-4*b**2/c
    slope = (coexistence(a_mid+da, b, c)[0]
             - coexistence(a_mid-da, b, c)[0])/(2*da)
    _, Q1, Q2 = coexistence(a_mid, b, c)
    assert close(slope, (Q1+Q2)/2, 1e-5)

    # jump near the endpoint; the correction is of relative order 1e-3
    _, Q1, Q2 = coexistence(0.999*ac, b, c)
    assert close((Q2-Q1)**2, 2*0.001*ac/b, 2e-3)

    # cubic critical isotherm and susceptibility on the straight path
    def solve(E, a):
        return brentq(lambda P: field(P, a, b, c) - E,
                      -3*scale, 3*scale, xtol=1e-15)
    dE = 1e-8*Ec
    assert close(solve(Ec+dE, ac) - solve(Ec-dE, ac),
                 2*(dE/(2*b))**(1/3), 1e-3)
    a_up = 1.1*ac
    E_up = Ec + Pc*(a_up-ac)
    dE = 1e-5*Ec
    chi = (solve(E_up+dE, a_up) - solve(E_up-dE, a_up))/(2*dE)
    assert close(solve(E_up, a_up), Pc, 1e-9)
    assert close(chi, 1/(a_up-ac), 1e-4)

# worked example in SI units; 1 kV/cm = 1e5 V/m
b, c = b_ex, c_ex
ac, Pc, Ec = endpoint_formula(b, c)
an, Pn, En = endpoint_numeric(b, c)
a0, a_heat = 3*b**2/(16*c), b**2/(4*c)
print(f"T0 = {T0:.1f} K")
print(f"alpha = {alpha:.3e} J m C^-2 K^-1")
print(f"b = {b:.3e} J m^5 C^-4")
print(f"c = {c:.3e} J m^9 C^-6")
print(f"zero-field transition: a_0 = {a0:.4e} J m C^-2")
print(f"zero-field transition: T = {T0+a0/alpha:.2f} K")
print(f"zero-field jump of P = {np.sqrt(3*b/(4*c)):.4f} C/m^2")
print(f"superheating limit: a = {a_heat:.4e} J m C^-2")
print(f"superheating limit: T = {T0+a_heat/alpha:.2f} K")
print(f"endpoint, formula: a_c = {ac:.5e} J m C^-2")
print(f"endpoint, numerical: a_c = {an:.5e} J m C^-2")
print(f"endpoint, formula: P_c = {Pc:.5f} C/m^2")
print(f"endpoint, numerical: P_c = {Pn:.5f} C/m^2")
print(f"endpoint, formula: E_c = {Ec/1e5:.4f} kV/cm")
print(f"endpoint, numerical: E_c = {En/1e5:.4f} kV/cm")
print(f"endpoint: E_c = {Ec:.4e} V/m")
print(f"endpoint: T_c = {T0+ac/alpha:.2f} K")
print(f"endpoint minus zero-field transition = {(ac-a0)/alpha:.2f} K")
print(f"line slope at endpoint = {alpha*Pc/1e5:.4f} kV/cm per K")
print("first-order line: T (K), E (kV/cm), P1, P2 (C/m^2)")
for T in (420.0, 425.0, 430.0, 435.0, 439.0):
    E, P1, P2 = coexistence(alpha*(T-T0), b, c)
    print(f"  {T:.1f}  {E/1e5:.4f}  {P1:.4f}  {P2:.4f}")
T = 430.0
low, high, E_top, E_bottom = spinodals(alpha*(T-T0), b, c)
print(f"spinodals at {T:.1f} K: P = {low:.4f} and {high:.4f} C/m^2")
print(f"upper spinodal field at {T:.1f} K = {E_top/1e5:.4f} kV/cm")
print(f"lower spinodal field at {T:.1f} K = {E_bottom/1e5:.4f} kV/cm")
dT = 10.0
print(f"path point {dT:.1f} K above T_c: E = "
      f"{(Ec+Pc*alpha*dT)/1e5:.4f} kV/cm")
print(f"dP/dE / epsilon_0 there = {1/(alpha*dT*epsilon_0):.4e} (no unit)")
print("tests ok")
```

Printed output:

```
T0 = 400.0 K
alpha = 6.000e+05 J m C^-2 K^-1
b = 8.000e+08 J m^5 C^-4
c = 1.200e+10 J m^9 C^-6
zero-field transition: a_0 = 1.0000e+07 J m C^-2
zero-field transition: T = 416.67 K
zero-field jump of P = 0.2236 C/m^2
superheating limit: a = 1.3333e+07 J m C^-2
superheating limit: T = 422.22 K
endpoint, formula: a_c = 2.40000e+07 J m C^-2
endpoint, numerical: a_c = 2.39999e+07 J m C^-2
endpoint, formula: P_c = 0.14142 C/m^2
endpoint, numerical: P_c = 0.14142 C/m^2
endpoint, formula: E_c = 18.1019 kV/cm
endpoint, numerical: E_c = 18.1019 kV/cm
endpoint: E_c = 1.8102e+06 V/m
endpoint: T_c = 440.00 K
endpoint minus zero-field transition = 23.33 K
line slope at endpoint = 0.8485 kV/cm per K
first-order line: T (K), E (kV/cm), P1, P2 (C/m^2)
  420.0  2.3100  0.0198  0.2178
  425.0  5.9940  0.0445  0.2083
  430.0  9.8775  0.0677  0.1968
  435.0  13.9215  0.0928  0.1815
  439.0  17.2558  0.1212  0.1601
spinodals at 430.0 K: P = 0.1000 and 0.1732 C/m^2
upper spinodal field at 430.0 K = 11.2000 kV/cm
lower spinodal field at 430.0 K = 8.3138 kV/cm
path point 10.0 K above T_c: E = 26.5872 kV/cm
dP/dE / epsilon_0 there = 1.8823e+04 (no unit)
tests ok
```
